# Ballistic injection velocity of a parabolic two-dimensional band at zero temperature

Take a two-dimensional transistor channel 10 nm long, with a mobility of 500 cm²/Vs and 0.5 V between source and drain. Mobility times mean field gives a velocity of $500\times 5\times10^{5}=2.5\times10^{8}$ cm/s. At the carrier density considered below, the fastest electron entering this channel at zero temperature moves at $6.6\times10^{7}$ cm/s. Estimating the current as the entrance density times the drift velocity would thus give the electrons there a mean velocity nearly four times that of the fastest among them. The drift formula presumes many collisions during the crossing, and a short channel does not provide them. What limits the current instead is how fast the source can send electrons over the barrier at the channel entrance.

The gate controls the height of that barrier. Let $x$ point from source to drain, let the barrier be uniform along $y$, and measure energy from the band edge at the barrier top. There the band is isotropic and parabolic,

$$E=\frac{\hbar^2k^2}{2m},\qquad k^2=k_x^2+k_y^2 ,$$

with a degeneracy $g$ that counts spin and valleys. The charge $e$ is positive, and $J$ denotes the magnitude of the current per unit width. The injection velocity is defined at the barrier top as

$$v_{\rm inj}=\frac{J}{en},$$

where $n$ is the electron density per area at that same point.

Assume that no electron scatters in the channel and that the barrier is smooth enough for classical motion. Since the barrier does not depend on $y$, $k_y$ is conserved, and an electron passes if its energy of motion along $x$ exceeds the barrier. An electron found at the top with $k_x>0$ therefore came from the source, and one with $k_x<0$ came from the drain. Occupation is constant along a collisionless trajectory, so each group keeps the occupation of the contact it left.

Let the source be in equilibrium at zero temperature, with its Fermi level $E_F>0$ above the barrier top. A drain bias $V_D$ lowers the drain Fermi level to $E_F-eV_D$. If $eV_D\ge E_F$, the drain has no electrons that can reach the top. The filled states there form a half-disk, $k_x>0$ and $k<k_F$, with $E_F=\hbar^2k_F^2/2m$.

There are $g/(4\pi^2)$ states per unit area of the channel and unit area of $k$-space. The half-disk has area $\pi k_F^2/2$, so

$$n=\frac{g}{4\pi^2}\,\frac{\pi k_F^2}{2}=\frac{gk_F^2}{8\pi},\qquad k_F=\sqrt{\frac{8\pi n}{g}} .$$

An equilibrium layer of the same density fills a whole disk, for which $n=gk_{\rm eq}^2/4\pi$. Hence $k_F=\sqrt2\,k_{\rm eq}$: with half the directions empty, the electrons must fill states to a larger radius. The Fermi velocity in the result is that of the forward-moving carriers, $v_F=\hbar k_F/m$.

For the current, each state contributes its velocity along $x$, which is $\hbar k\cos\theta/m$, with $\theta$ measured from the $x$ axis. In polar coordinates,

$$J=e\frac{g}{4\pi^2}\int_{-\pi/2}^{\pi/2}\!d\theta\int_0^{k_F}\!k\,dk\;\frac{\hbar k}{m}\cos\theta .$$

The angular integral is 2 and the radial integral of $k^2$ is $k_F^3/3$. Therefore

$$J=e\frac{g}{4\pi^2}\,\frac{\hbar}{m}\,\frac{2k_F^3}{3}=\frac{eg\hbar k_F^3}{6\pi^2m}.$$

Division by $en$ gives

$$v_{\rm inj}=\frac{g\hbar k_F^3}{6\pi^2m}\,\frac{8\pi}{gk_F^2}=\frac{4}{3\pi}\,\frac{\hbar k_F}{m}=\frac{4}{3\pi}\,v_F .$$

The factor, 0.4244, has two parts. The mean speed in the half-disk is $v_F\int_0^1 2q^2dq=2v_F/3$, because the number of states grows with radius. The mean direction cosine is $(1/\pi)\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2/\pi$, because electrons also move sideways. Speed and direction are independent in a uniformly filled half-disk, so the means multiply. A direct sum over a grid of $k$ states gives 0.6667 and 0.6366 for the two parts and 0.4244 for the whole. Referred to the equilibrium Fermi velocity at the same density, the factor is $4\sqrt2/(3\pi)=0.600$.

Inserting $k_F$ shows the dependence on density:

$$v_{\rm inj}=\frac{4\hbar}{3\pi m}\sqrt{\frac{8\pi n}{g}}=\frac{8\hbar}{3m}\sqrt{\frac{2n}{\pi g}} .$$

At fixed density and degeneracy, a smaller mass raises the velocity as $1/m$. At fixed density and mass, more valleys lower it, because the electrons then occupy states of smaller $k$.

The same current follows from counting transverse modes. For given $k_y$, the forward states have energies from $\hbar^2k_y^2/2m$ to $E_F$. In one dimension the density of states and the velocity cancel, so the mode carries $(ge/h)(E_F-\hbar^2k_y^2/2m)$. A wide channel has $dk_y/2\pi$ modes per unit width, and

$$J=\frac{ge}{h}\int_{-k_F}^{k_F}\frac{dk_y}{2\pi}\,\frac{\hbar^2(k_F^2-k_y^2)}{2m}
=\frac{ge}{2\pi\hbar}\,\frac{\hbar^2}{4\pi m}\,\frac{4k_F^3}{3}=\frac{eg\hbar k_F^3}{6\pi^2m},$$

as before.

For a numerical case take $m=0.14\,m_e$, $g=2$ and $n=5\times10^{12}$ cm⁻², or 0.05 nm⁻². Then $k_F=\sqrt{4\pi\times0.05}=0.793$ nm⁻¹. With $\hbar^2/2m_e=0.0381$ eV nm²,

$$E_F=\frac{0.0381\times0.793^2}{0.14}=0.171\ \text{eV}.$$

The velocities are $v_F=\hbar k_F/m=6.56\times10^7$ cm/s and

$$v_{\rm inj}=0.4244\times6.56\times10^7=2.78\times10^7\ \text{cm/s},$$

or 278 km/s. The current per width is $env_{\rm inj}=2.23$ mA/µm, and a sum over the discrete modes of a wide channel gives the same value. The chosen bias of 0.5 V exceeds $E_F/e$, so the saturation condition holds.

The source must be able to fill this half-disk. Its own equilibrium distribution is a full disk, reaching at least to $k_F$ if its band bottom lies no higher than the barrier top. Its density must then be at least $2n=10^{13}$ cm⁻², and more when the barrier stands above the source band bottom. In this ballistic, saturated limit, a source with fewer electrons cannot supply the assumed channel density.

Below saturation the drain fills part of the backward half-disk. Hold $n$ fixed, as a gate approximately does, and keep $E_F$ and $k_F$ for their saturated values at that density. Let the two half-disks have radii $k_S$ and $k_D$. The density and the difference between the Fermi levels require

$$k_S^2+k_D^2=k_F^2,\qquad k_S^2-k_D^2=\frac{2meV_D}{\hbar^2}=uk_F^2,\qquad u=\frac{eV_D}{E_F}\le1 .$$

Adding and subtracting gives $k_{S,D}^2=k_F^2(1\pm u)/2$. The net current is proportional to $k_S^3-k_D^3$, so at fixed density

$$\frac{v}{v_{\rm inj}}=\left(\frac{1+u}{2}\right)^{3/2}-\left(\frac{1-u}{2}\right)^{3/2}.$$

This equals one at $u=1$. For small $u$ it becomes $3u/(2\sqrt2)$, a current proportional to voltage even though nothing scatters. At 0.05 V and zero temperature, $u=0.292$ and the ratio is 0.309.

Temperature changes the average over speed but not the average over angle. Keep the drain empty and write $f(E)$ for the source occupation. Since $k\,dk=m\,dE/\hbar^2$, the density and current are

$$n=\frac{gm}{4\pi\hbar^2}\int_0^\infty f\,dE,\qquad
J=\frac{egm}{2\pi^2\hbar^2}\int_0^\infty\sqrt{\frac{2E}{m}}\,f\,dE .$$

Let $\mu$ be the source Fermi level at temperature $T$ and $\eta=\mu/k_BT$. With the normalized integrals $F_j(\eta)=\Gamma(j+1)^{-1}\int_0^\infty t^j/(1+e^{t-\eta})\,dt$ and $\Gamma(3/2)=\sqrt\pi/2$, division gives

$$v(T)=\frac{2}{\pi}\sqrt{\frac{2k_BT}{m}}\,\frac{\sqrt\pi}{2}\,\frac{F_{1/2}(\eta)}{F_0(\eta)}
=\sqrt{\frac{2k_BT}{\pi m}}\,\frac{F_{1/2}(\eta)}{F_0(\eta)} .$$

Here $F_0=\ln(1+e^\eta)$. Fixed density requires $k_BT\ln(1+e^\eta)=E_F$, where $E_F$ is again the zero-temperature value.

In the dilute limit $\eta\to-\infty$, both integrals tend to $e^\eta$ and $v\to\sqrt{2k_BT/\pi m}$, which no longer depends on density. In the opposite limit, $\mu$ differs from $E_F$ by an exponentially small amount. Integration by parts turns $\int\sqrt E f\,dE$ into the average of $\frac23E^{3/2}$ over $-df/dE$, a peak at $\mu$ with variance $\pi^2(k_BT)^2/3$. Expansion about the peak gives

$$\int_0^\infty\!\sqrt E\,f\,dE\simeq\frac23E_F^{3/2}+\frac12\,\frac{1}{2\sqrt{E_F}}\,\frac{\pi^2(k_BT)^2}{3},\qquad
\frac{v(T)}{v_{\rm inj}}\simeq1+\frac{\pi^2}{8}\left(\frac{k_BT}{E_F}\right)^2 .$$

At 300 K, $k_BT/E_F=0.151$. The expansion gives 1.028 and the full integrals give 1.029. The zero-temperature formula is thus low by about 3% at room temperature, within the ballistic model and at this density. Thermal electrons from the drain add a fraction of about $4.5\times10^{-7}$ to the density at 0.5 V and do not matter.

Scattering matters much more. Suppose that a fraction $R$ of the forward flux returns to the barrier top, and that the backward half-disk has uniform occupation $R$. At fixed density its radius $k_S$ obeys $(1+R)k_S^2=k_F^2$, while the current is proportional to $(1-R)k_S^3$. Hence

$$\frac{v}{v_{\rm inj}}=\frac{1-R}{(1+R)^{3/2}} .$$

To estimate $R$, let scattering exchange forward and backward fluxes over a length $\ell$, with mean free path $\lambda$. If a fraction $\mathcal T=1-R$ gets through, the net flux is $\mathcal T$ everywhere. The forward flux then falls from 1 to $\mathcal T$ with slope $-\mathcal T/\lambda$. So $1-\mathcal T=\mathcal T\ell/\lambda$, which gives $R=\ell/(\ell+\lambda)$.

The mobility $\mu_e=e\tau/m$ fixes $\lambda$. In a long sample near equilibrium, the conductivity $ne\mu_e$ equals $\lambda$ times the ballistic conductance per width, $(ge^2/h)(k_{\rm eq}/\pi)$. With $n=gk_{\rm eq}^2/4\pi$,

$$\lambda=\frac{gk_{\rm eq}^2}{4\pi}\,e\mu_e\,\frac{\pi h}{ge^2k_{\rm eq}}=\frac{\pi\hbar k_{\rm eq}\mu_e}{2e}=\frac{\pi}{2}\,v_{F,\rm eq}\,\tau .$$

For 500 cm²/Vs, $\tau=39.8$ fs. With $v_{F,\rm eq}=4.64\times10^7$ cm/s this gives $\lambda=29$ nm. If electrons can return from anywhere in the 10 nm channel, $R=0.26$ and the velocity ratio is 0.53. A strong drain field shortens the region from which they return. If that region is a quarter of the channel, an illustrative choice, $R=0.08$ and the ratio is 0.82. A channel three times shorter than the mean free path can therefore still fall well below the ballistic velocity. Backscattering acts twice at fixed density: it subtracts current, and it fills backward states that lower the Fermi radius. The uniform backward occupation is somewhat optimistic, mainly because electrons returning at grazing angles move slowly along $x$ and add more to the density than to the flux. For isotropic elastic scattering in two dimensions, with the same mean free path at all energies, both ratios fall by about a tenth of their value, to 0.47 and 0.75. If the scattering time is the same at all energies instead, slow electrons scatter over shorter distances, and the ratios are 0.42 and 0.71.

The parabolic band is a further approximation. A two-band dispersion $E(1+\alpha E)=\hbar^2k^2/2m$, with $\alpha=(1-m/m_e)^2/E_g$, allows an estimate. Differentiation gives a speed $(\hbar k/m)/(1+2\alpha E)$. At fixed density $k_F$ is unchanged, and to first order the speed is reduced by the fraction $2\alpha\hbar^2k^2/2m$. Weighted with $k^2$, as in the current integral, the mean of $k^2$ is $3k_F^2/5$, so the ratio is $1-\frac65\alpha E_F$. For a gap of 2 eV, $\alpha=0.37$ eV⁻¹ and this is 0.92; the full dispersion gives 0.93.

Classical transmission can also be questioned at 10 nm. For a transmission probability $\mathcal T(E_x)$, the range of occupied $k_y$ at given $E_x$ is proportional to $\sqrt{E_F-E_x}$. The current is therefore proportional to $\int\mathcal T(E_x)\sqrt{E_F-E_x}\,dE_x$. A wave calculation for the smooth symmetric barrier $-U\sin^2(\pi x/L)$, with $|x|\le L/2$, $U=0.2$ eV, $L=10$ nm and no bias, gives 1.04 times the classical current at the same $E_F$. The small change hides two larger ones. Tunnelling below the top contributes 0.16 of the classical current, while reflection above it removes about 0.12. These two parts depend on the shape of the barrier: with the drain side 0.5 eV deeper, as the bias requires, they grow to 0.20 and 0.17 while the total stays at 1.04. This compares currents at fixed Fermi level; it is not a corrected velocity at fixed density.

The parameters above are rough values for trilayer InSe, whose lowest conduction valley is single and nearly isotropic. Treating the layers as a three-site chain with out-of-plane mass $0.10\,m_e$ and pitch 0.83 nm, both rough, puts the next subband about 0.8 eV higher. The chain extends the band-edge mass over the whole band and overstates the spacing: a hopping fitted instead to a bilayer spacing of about 0.7 eV, as published calculations give, yields about 0.5 eV for three layers. Either value is well above $E_F$. The channel density is ordinary for a gated layer, but a source density above $10^{13}$ cm⁻² is demanding (the 0.2 eV barrier of the wave calculation would require $2.2\times10^{13}$ cm⁻² in a parabolic band), and many real samples have mobilities below 500 cm²/Vs. Among the assumptions about the channel itself that are sized here, neglect of scattering costs most: the two estimates with uniform backward occupation move $2.8\times10^7$ cm/s down to between 1.5 and $2.3\times10^7$ cm/s, and those with isotropic elastic scattering to between 1.2 and $2.1\times10^7$ cm/s. They are not bounds, since a low-field mobility does not fully describe phonon emission by electrons injected up to 0.17 eV above the barrier top. Contacts set another condition. At 2.23 mA/µm, a total series resistance of about 150 Ω µm uses up the 0.33 V by which the applied bias exceeds $E_F/e$. Contacts to two-dimensional semiconductors often have more than this, and the channel then leaves saturation at the stated density and bias. With 300 Ω µm, the fixed-density formula for the bias below saturation gives 0.60 of the saturated velocity, a loss comparable to that from scattering.

Isotropy can be relaxed if $x$ is a principal axis of the band. With masses $m_x$ and $m_y$, set $k_x=\sqrt{m_x}\,p_x$ and $k_y=\sqrt{m_y}\,p_y$. The filled half-ellipse becomes a half-disk of radius $\sqrt{2E_F}/\hbar$, uniformly filled, so the mean of $p_x$ is $4/(3\pi)$ times that radius. Since the velocity is $\hbar k_x/m_x=\hbar p_x/\sqrt{m_x}$,

$$v_{\rm inj}=\frac{4}{3\pi}\sqrt{\frac{2E_F}{m_x}} .$$

The factor survives, with $v_F$ now the Fermi velocity along the transport direction. It does depend on the parabolic dispersion: if all carriers had the same speed, as in a linear band, the factor $2/3$ would be replaced by 1 and the mean velocity would be $2/\pi$ times that speed. The numerical output lists the values for the example.

## Computed values

```
factor 4/(3 pi)                      0.4244
factor from k-state sum              0.4244
mean speed / v_F, k-state sum        0.6667
mean direction cosine, k-state sum   0.6366
v_inj / equilibrium v_F              0.6002
input mass                           0.14 m_e
input degeneracy g                   2
input density                        5.00e+12 cm^-2
input channel length                 10.0 nm
input drain bias                     0.50 V
input temperature of use             300 K
k_F                                  0.7927 nm^-1
E_F above barrier top                0.1710 eV
v_F, forward carriers                6.555e+07 cm/s
v_F, equilibrium at same density     4.635e+07 cm/s
v_inj                                2.782e+07 cm/s
v_inj, converted                     278.2 km/s
current per width                    2.229 mA/um
current per width, mode sum          2.229 mA/um
least source density                 1.00e+13 cm^-2
low drain bias                       0.05 V
v/v_inj at low drain bias            0.3090
k_B T                                0.0259 eV
k_B T / E_F                          0.1512
v/v_inj at temperature of use        1.0286
same, low-temperature formula        1.0282
drain tail / source-filled density   4.5e-07
input mobility                       500 cm2/Vs
scattering time                      39.8 fs
mean free path for backscattering    29.0 nm
R, whole channel                     0.257
v/v_inj, whole channel               0.528
R, quarter channel                   0.079
v/v_inj, quarter channel             0.821
input gap                            2.0 eV
nonparabolicity alpha                0.370 1/eV
v/v_inj, nonparabolic band           0.933
input barrier above source bottom    0.20 eV
wave / classical current, same E_F   1.039
tunnelling part / classical current  0.157
input out-of-plane mass              0.10 m_e
input layer pitch                    0.83 nm
interlayer hopping                   0.55 eV
next subband above the first         0.78 eV
```
